# Induced minigap of a thin normal layer on a superconductor

## Problem

A thin normal layer with one occupied subband lies on a superconductor of gap $\Delta$. Electrons tunnel between the two. The layer has no pairing interaction of its own, so any gap at its Fermi level is induced by the tunnelling.

The coupling energy $\Gamma$ is defined with the superconductor in its normal state. A layer level then has the self-energy $-i\Gamma$: its amplitude decays as $e^{-\Gamma t/\hbar}$ and its occupation as $e^{-2\Gamma t/\hbar}$. Thus $\Gamma$ is the half-width of the level, and the escape rate is $2\Gamma/\hbar$.

(a) Find the lowest excitation energy $E_g$ of the layer, the minigap, when $\Gamma=\Delta$.

(b) For a 15 nm layer of PbTe on a lead film, find the interface transmission that gives $\Gamma=\Delta$ and the resulting minigap. Judge how far the neglected effects move it.

The following assumptions hold throughout part (a). The superconductor has a constant density of states over an energy range much wider than $\Delta$ and $\Gamma$, symmetric about the Fermi level. All layer states have the same $\Gamma$. The layer does not act back on the superconductor, there is no magnetic field, and the temperature is low.

## A tempting solution

The tunnelling self-energy of the layer, derived below, is

$$
\Sigma(\omega)=-\Gamma\,\frac{\omega-\Delta\tau_x}{\sqrt{\Delta^2-\omega^2}},\qquad |\omega|<\Delta ,
$$

where $\tau_x$ mixes electrons and holes. The minigap lies below $\Delta$, so one may be tempted to treat $\omega$ as small and replace the root by $\Delta$. The self-energy becomes

$$
\Sigma\approx-\frac{\Gamma}{\Delta}\,\omega+\Gamma\tau_x .
$$

At the Fermi level of the layer the excitation energy then follows from

$$
\omega-\Sigma=\omega\left(1+\frac{\Gamma}{\Delta}\right)-\Gamma\tau_x=0 .
$$

The eigenvalue $\tau_x=+1$ gives the positive energy

$$
E_{\text{static}}=\frac{\Gamma}{1+\Gamma/\Delta}=\frac{\Gamma\Delta}{\Gamma+\Delta}.
$$

For $\Gamma=\Delta$ this is $\Delta/2$. The expression looks sound at both ends: it tends to $\Gamma$ for weak coupling and to $\Delta$ for strong coupling.

## Where it fails

The replacement requires $\omega^2\ll\Delta^2$ at the energy where the answer is read off. That energy is $\Delta/2$, where the root is $\sqrt{1-1/4}\,\Delta=0.866\,\Delta$ and not $\Delta$. The solution contradicts its own premise.

The sign of the error can be found before solving anything. With the root kept as $s=\sqrt{\Delta^2-\omega^2}$, the same condition reads

$$
\omega\left(1+\frac{\Gamma}{s}\right)=\frac{\Gamma\Delta}{s}
\quad\Longrightarrow\quad
\omega=\frac{\Gamma\Delta}{s+\Gamma}.
$$

At any energy $0<\omega<\Delta$ the root obeys $s<\Delta$. The denominator is therefore smaller than $\Delta+\Gamma$, and the true minigap lies above the static estimate. To find it, the energy dependence of the self-energy must be kept.

## Solution of part (a)

### The self-energy

Use the two-component description in which the upper entry is an electron amplitude and the lower one a hole amplitude. A layer state with normal-state energy $\xi$, measured from the Fermi level, has the Hamiltonian $\xi\tau_z$. A state $k$ of the superconductor has $\xi_k\tau_z+\Delta\tau_x$. A real tunnelling amplitude $t$ enters as $t\tau_z$, because the hole amplitude sees the Hamiltonian with the opposite sign.

Let $\psi$ be the layer amplitude and $\varphi_k$ the amplitudes in the superconductor. The equations at energy $\omega$ are

$$
(\omega-\xi\tau_z)\psi=\sum_k t\,\tau_z\varphi_k,\qquad
(\omega-\xi_k\tau_z-\Delta\tau_x)\varphi_k=t\,\tau_z\psi .
$$

Solving the second for $\varphi_k$ and inserting it in the first gives $(\omega-\xi\tau_z-\Sigma)\psi=0$ with

$$
\Sigma(\omega)=\sum_k t^2\,\tau_z\,\frac{1}{\omega-\xi_k\tau_z-\Delta\tau_x}\,\tau_z .
$$

Since $\tau_z$ and $\tau_x$ anticommute, $(\xi_k\tau_z+\Delta\tau_x)^2=\xi_k^2+\Delta^2$. Multiplying numerator and denominator by $\omega+\xi_k\tau_z+\Delta\tau_x$ therefore gives

$$
\frac{1}{\omega-\xi_k\tau_z-\Delta\tau_x}
=\frac{\omega+\xi_k\tau_z+\Delta\tau_x}{\omega^2-\xi_k^2-\Delta^2}
=-\frac{\omega+\xi_k\tau_z+\Delta\tau_x}{\xi_k^2+s^2}.
$$

The outer factors $\tau_z$ leave $\omega$ and $\tau_z$ unchanged but reverse the pairing term, because $\tau_z\tau_x\tau_z=-\tau_x$. Replace the sum by $N\int d\xi_k$, where $N$ is the density of the states that couple to the layer level. The term odd in $\xi_k$ cancels between $\xi_k$ and $-\xi_k$. The rest needs $\int_{-\infty}^{\infty}d\xi_k/(\xi_k^2+s^2)=\pi/s$, so that

$$
\Sigma(\omega)=-\pi N t^2\,\frac{\omega-\Delta\tau_x}{s}.
$$

To identify the prefactor, let $\Delta\to0$ and give $\omega$ a small positive imaginary part. The root with positive real part is then $s=-i\omega$, and $\Sigma=-\pi Nt^2\,\omega/(-i\omega)=-i\pi Nt^2$. By the definition of the coupling energy, $\Gamma=\pi N t^2$. This is the self-energy used above.

### The excitation energies

The inverse propagator of the layer is

$$
\omega-\xi\tau_z-\Sigma
=\omega\left(1+\frac{\Gamma}{s}\right)-\xi\tau_z-\frac{\Gamma\Delta}{s}\tau_x .
$$

The tunnelling does two things. It supplies a pairing term $\Gamma\Delta/s$, and it multiplies $\omega$ by $1+\Gamma/s$, because the electron spends part of its time in the superconductor. Excitations occur where the matrix has a zero eigenvalue. The matrix $\xi\tau_z+(\Gamma\Delta/s)\tau_x$ has eigenvalues $\pm\sqrt{\xi^2+\Gamma^2\Delta^2/s^2}$, hence

$$
\omega^2\left(1+\frac{\Gamma}{s}\right)^2=\xi^2+\frac{\Gamma^2\Delta^2}{s^2}.
$$

It remains to find which $\xi$ has the lowest energy. Expand the square and solve for $\xi^2$:

$$
\xi^2=\omega^2+\frac{2\Gamma\omega^2}{s}+\frac{\Gamma^2(\omega^2-\Delta^2)}{s^2}
=\omega^2+\frac{2\Gamma\omega^2}{s}-\Gamma^2 ,
$$

where $\omega^2-\Delta^2=-s^2$ was used. As $\omega$ grows from 0 to $\Delta$, $\omega^2$ grows and $s$ falls, so the right side increases. A larger $|\xi|$ therefore belongs to a larger energy, and the minimum lies at $\xi=0$. The right side diverges as $\omega\to\Delta$, so the branch stays below the parent gap for every finite $\xi$. For $\Gamma=\Delta$ and $\xi=\Delta$, for instance, the energy is $0.718\,\Delta$.

### The minigap

At $\xi=0$ take the positive square root and multiply by $s$:

$$
E_g\left(\sqrt{\Delta^2-E_g^2}+\Gamma\right)=\Gamma\Delta .
$$

Write $x=E_g/\Delta$ and $\gamma=\Gamma/\Delta$, and move the term $\gamma x$ to the right:

$$
x\sqrt{1-x^2}=\gamma(1-x).
$$

Both sides are positive for $0<x<1$, so squaring adds no solution in this interval:

$$
x^2(1-x)(1+x)=\gamma^2(1-x)^2 .
$$

The factor $1-x$ can be divided out. The value $x=1$ that it would allow is not an excitation at $\xi=0$: it entered when the equation was multiplied by $s$, which vanishes there, and the relation for $\xi^2$ diverges at that point. What remains is

$$
x^3+x^2+\gamma^2x-\gamma^2=0 .
$$

The left side equals $-\gamma^2$ at $x=0$ and $2$ at $x=1$. Its derivative $3x^2+2x+\gamma^2$ is positive in between, so there is one minigap for each coupling.

For $\Gamma=\Delta$ the equation is $x^3+x^2+x-1=0$. Substitute $x=(z-1)/3$ to remove the quadratic term. The three powers contribute

$$
\frac{z^3-3z^2+3z-1}{27}+\frac{3z^2-6z+3}{27}+\frac{9z-9}{27}-\frac{27}{27}=0
\;\Longrightarrow\; z^3+6z-34=0 .
$$

Set $z=A-B$. Since $(A-B)^3=A^3-B^3-3AB(A-B)$, the equation holds if $AB=2$ and $A^3-B^3=34$. With $B^3=8/A^3$ the second condition is $(A^3)^2-34A^3-8=0$. Its positive root is $A^3=17+\sqrt{297}=17+3\sqrt{33}$, and then $B^3=3\sqrt{33}-17$. Therefore

$$
\frac{E_g}{\Delta}=\frac{\sqrt[3]{17+3\sqrt{33}}-\sqrt[3]{3\sqrt{33}-17}-1}{3}
=\frac{3.2470-0.6160-1}{3}=0.5437 .
$$

Put back in the starting equation, $s/\Delta=\sqrt{1-0.5437^2}=0.8393$ and $0.5437\,(0.8393+1)=1.000$, as required. The static estimate of 0.5 is 8 % below this value.

The wrong solution can also be repaired by iteration. Inserting $x=0.5$ in $x=1/(\sqrt{1-x^2}+1)$ gives 0.536, then 0.542, then 0.543. The tempting answer is the first step of a procedure that was stopped too early.

The elimination can be bypassed by diagonalizing the coupled system directly. Take one layer level at $\xi=0$ and 401 superconductor states at $\xi_k=\Delta\sinh u$, with $u$ running from $-14$ to $14$ in steps of 0.07. Set each squared tunnelling amplitude to $\Gamma/\pi$ times the local level spacing. For $\Gamma=\Delta$ the lowest positive eigenvalue is $0.54369\,\Delta$, in agreement with the cubic.

### Other couplings, and where the state lives

The cubic gives the following values, beside the static estimate $\gamma/(1+\gamma)$.

| $\Gamma/\Delta$ | $E_g/\Delta$ | static |
|---|---|---|
| 0.1 | 0.0913 | 0.0909 |
| 0.5 | 0.348 | 0.333 |
| 1 | 0.544 | 0.500 |
| 2 | 0.752 | 0.667 |
| 4 | 0.903 | 0.800 |

For weak coupling write the equation as $x=\gamma\sqrt{(1-x)/(1+x)}=\gamma(1-x+x^2/2-\dots)$. Repeated insertion gives $x=\gamma-\gamma^2+\tfrac32\gamma^3+\dots$, while the static form gives $\gamma-\gamma^2+\gamma^3-\dots$. The two first differ in the third order, so the static form is good when $\Gamma\ll\Delta$.

For strong coupling put $x=1-\varepsilon$ in $x^2(1+x)=\gamma^2(1-x)$. To leading order $2=\gamma^2\varepsilon$, hence $E_g\approx\Delta(1-2\Delta^2/\Gamma^2)$. The static form approaches $\Delta$ more slowly, as $1-\Delta/\Gamma$. It has the right limit but the wrong power.

The second row shows why the definition of $\Gamma$ matters. If "coupling energy" meant the full width $2\Gamma$, setting it equal to $\Delta$ would mean $\gamma=1/2$, and the minigap would be $0.348\,\Delta$.

The share of the edge state that lies in the layer is the residue of the propagator at the pole. In the channel $\tau_x=+1$ the inverse propagator at $\xi=0$ is $D(\omega)=\omega-\Gamma(\Delta-\omega)/s$. Since $d(1/s)/d\omega=\omega/s^3$,

$$
\frac{1}{D'(E_g)}=\left[1+\frac{\Gamma}{s}-\frac{\Gamma E_g(\Delta-E_g)}{s^3}\right]^{-1}
=\frac{1}{1+1.191-0.420}=0.564
$$

for $\Gamma=\Delta$. The excitation is 56 % in the layer and 44 % in the superconductor, so neither part alone describes it.

## Solution of part (b)

### Transmission and minigap

The inputs are rough typical values: $\Delta=1.3$ meV for lead, and PbTe valley masses $m_t=0.024$ and $m_l=0.24$ in electron masses. The layer is a (001) film with hard walls. Each of the four valleys has its long axis along a cube diagonal, whose squared cosine with the film normal is $1/3$. All four therefore have the same mass for motion across the film:

$$
\frac{1}{m_z}=\frac13\left(\frac{1}{0.24}+\frac{2}{0.024}\right)=29.2
\quad\Longrightarrow\quad m_z=0.0343 .
$$

In the lowest subband the wave number is $\pi/d$, and the velocity is $v=\pi\hbar/(m_zd)=7.07\times10^5$ m/s for $d=15$ nm. The electron meets the interface $v/(2d)$ times per second and leaves with probability $T$ each time. For $T\ll1$ the escape rate is $2\Gamma/\hbar=vT/(2d)$, so that

$$
\Gamma=\frac{\hbar vT}{4d}=7.76\ \text{meV}\times T .
$$

The condition $\Gamma=\Delta$ requires $T=1.3/7.76=0.168$. The normal-state escape time is $\hbar/(2\Gamma)=0.25$ ps. The minigap is

$$
E_g=0.5437\times1.3\ \text{meV}=0.707\ \text{meV},
$$

or 8.2 K when divided by Boltzmann's constant. The inputs do not fix the third digit; it is kept only to compare the corrections below. The static estimate would give 0.65 meV.

### What the model leaves out

**Finite transmission.** The escape formula is for small $T$, and the wave number $\pi/d$ is for an opaque interface. To size the error for one kind of interface, close the well with a delta-function barrier and keep the same mass outside. Matching $\sin kx$ to an outgoing wave gives $q\cot q=iq-g$, where $q=kd$ and $g$ is the dimensionless barrier strength. The complex root, found numerically, gives the half-width $\Gamma=-\operatorname{Im}\hbar^2k^2/(2m_z)$. For an opaque barrier, $g=100$, this is 0.992 of $\hbar vT/(4d)$, with $v$ and $T$ taken at the real part of $k$. With the barrier chosen to have $T=0.168$ at $k=\pi/d$, it gives $\Gamma=0.856\,\Delta$, and the cubic then gives a minigap of 0.646 meV. Solving the well, the barrier and a superconductor of the same mass together gives 0.642 meV, so at this $T$ the route through $\Gamma$ and the cubic is good to about 1 %. Most of this fall comes from the wave number, which drops to $0.936\,\pi/d$ and lowers both $v$ and $T$. With $v$ and $T$ taken there, the escape formula is only 2 % off.

**Nonparabolic bands.** The parabolic confinement energy is $E_1=48.7$ meV, which is not small beside the PbTe band gap $E_b$ of roughly 190 meV. In a two-band dispersion $E(1+E/E_b)=\hbar^2k^2/(2m_z)$, the velocity across the film at the subband bottom is reduced by

$$
\frac{1}{1+2E/E_b}=\frac{1}{\sqrt{1+4E_1/E_b}}=0.703 .
$$

With $T$ and $d$ held fixed, this factor alone would give $\Gamma=0.703\,\Delta$ and a minigap of 0.570 meV. The minigap belongs to states at the Fermi level, however, where the motion along the film adds to the energy. For $2\times10^{12}$ electrons per cm² it adds 18.9 meV to $E_1$ under the root. The factor becomes 0.642 and the minigap 0.538 meV, 24 % below the parabolic result. Restoring $\Gamma=\Delta$ would take $T=0.168/0.642\approx0.26$. These figures keep the wave number at $\pi/d$. In a two-band model the walls can change it too: for walls of infinite mass it drops to about $0.79\,\pi/d$ and the round trip takes longer, so that at the same $T$, $d$ and electron density the minigap is about 0.43 meV.

**Orientation.** In a (111) film one valley has its long axis along the normal, so $m_z=0.24$. At the same $T$ and $d$ its coupling is $0.0343/0.24=0.143$ of $\Delta$, and its minigap is 0.164 meV in the parabolic model. At $2\times10^{12}$ electrons per cm² the parabolic Fermi level of this film is about 72 meV, and the two-band velocity factor of 0.63 lowers the minigap to about 0.11 meV. This valley also has the lowest confinement energy, because its mass across the film is the largest. If nothing mixes the valleys or subbands, its lowest subband sets the gap of the whole layer. At the electron density used here, the parabolic model fills several subbands of such a film, so the premise of one occupied subband would require a lower density.

**Back-action on the lead.** The layer also weakens pairing correlations in the film. The reverse coupling $\Gamma_S$ is $\Gamma$ times the ratio of the densities of states per area. With four valleys and two spins, the layer has $8m_{2D}/(2\pi\hbar^2)=1.06\times10^{14}$ /(eV cm²), where $m_{2D}=\sqrt{m_t^2m_l/m_z}=0.0635$ electron masses. A 20 nm lead film with roughly $2\times10^{22}$ states/(eV cm³) has $4\times10^{16}$ /(eV cm²). Hence $\Gamma_S=0.00265\,\Delta$.

The two-sided McMillan equations give each layer a self-energy from the other. They were solved numerically with the pair potential in lead held fixed, and the minigap becomes 0.696 meV. The fall of 1.6 % is about six times $\Gamma_S/\Delta$. In the same equations, raising $\Gamma_S$ from $10^{-6}\Delta$ to $8\times10^{-6}\Delta$ multiplies the shift by 4.00, which agrees with a power $2/3$ since $8^{2/3}=4$. A small reverse coupling thus matters more than a linear estimate suggests. The figure of 0.696 meV uses the parabolic density of states of the layer and treats lead as a weak-coupling superconductor. The nonparabolic density of states at the Fermi level, larger by $1/0.642$, gives 0.692 meV, and dividing $\Gamma_S$ by a mass renormalization of about 2.5 for lead gives 0.701 meV.

**Momentum mixing.** A clean 20 nm lead film has levels about $\pi\hbar v_F/d_S=103$ meV apart at fixed in-plane momentum, for film thickness $d_S$ and a rough Fermi velocity $v_F=10^6$ m/s. This is far above $\Delta$, so the integral over $\xi_k$ would not be justified in such a film. The uniform $\Gamma$ used here supposes that disorder in the film or at its interface lets each layer state reach many film states.

**Temperature and band filling.** At 1 K the thermal energy is 0.086 meV and the Boltzmann factor at the minigap is $3\times10^{-4}$. For $2\times10^{12}$ electrons per cm² the Fermi energy in the subband is 18.9 meV, and in the parabolic model the second subband lies 146 meV above the first. Both energies are well above $\Gamma$, so the treatment with one subband is consistent.

### Beside a real contact

The thickness, masses and lead gap are in the range of real PbTe and lead films, but the transmission was chosen to meet $\Gamma=\Delta$; it is not a property of this pair of materials. A real contact need not have the one uniform $\Gamma$ assumed here. Charge transfer bends the bands and changes the wave function at the interface, and the transmission can vary from place to place. The table shows how the minigap responds to a changed but still uniform $\Gamma$: if $\Gamma$ is half the intended value, the minigap drops from 0.707 to 0.45 meV, and if it is twice that value, the minigap rises to 0.98 meV. For the (001) film at fixed nominal $T$, the corrections computed above each lower the result when taken one at a time, to values between about 0.43 and 0.70 meV depending on the effect and on the model of the walls. Acting together, they can lower it further. The ratio 0.544 therefore belongs to the condition $\Gamma=\Delta$, while the value in meV depends on the actual $\Gamma$ and $\Delta$ of the contact.
